# Stieltjes imaging of photoabsorption, tested on hydrogen 1s

## The result

A calculation in square-integrable functions replaces the continuum of an atom by discrete pseudostates with excitation energies $\omega_k$ and oscillator strengths $f_k$. The strengths are not cross sections: they depend on the basis. Their low moments $\sum_k f_k\omega_k^{-m}$ do converge, and they determine an $n$-point Gauss rule with nodes $x_i$ and weights $w_i$ in the variable $x=1/\omega$. Above threshold,

$$\frac{df}{dx}\bigg|_{x_i}=\frac{w_i}{dx/di},\qquad \frac{df}{d\omega}=x^2\frac{df}{dx},\qquad \sigma=2\pi^2\alpha a_0^2\,\frac{df}{d\omega}. \tag{1}$$

Here $i$ is the node number, made continuous by a phase defined below. With that definition the first relation is exact for an exact Gauss rule; the approximation is to obtain $dx/di$ from differences of nodes.

Atomic units are used ($\alpha$ is the fine-structure constant, $c=1/\alpha$). The electron is nonrelativistic, the proton fixed and the coupling dipolar.

The factor in $\sigma$ follows from the golden rule. A field $\mathcal E\cos\omega t$ along $z$ has coupling amplitude $\mathcal E z/2$, so the rate is $2\pi(\mathcal E/2)^2|z_k|^2\delta(\omega-\omega_k)$. The photon flux is $c\mathcal E^2/(8\pi\omega)$. Their ratio is $4\pi^2\alpha\omega|z_k|^2\delta(\omega-\omega_k)$, and $f_k=2\omega_k|z_k|^2$ gives (1). For 1s to p, $z_k=d_k/\sqrt3$ with $d_k$ the radial integral of $r$, hence $f_k=\tfrac23\omega_kd_k^2$.

## Two functions, by hand

The ground state is $u=2re^{-r}$ with energy $E_0=-\tfrac12$. Take two radial p functions,

$$\phi_0=r^2e^{-r},\qquad \phi_1=r^2e^{-r}(4-2r).$$

For $l=1$, $H-E_0=-\tfrac12\partial_r^2+1/r^2-1/r+\tfrac12$. Since $\phi_0''=(2-4r+r^2)e^{-r}$, direct substitution gives $(H-E_0)\phi_0=\phi_0/r$. Similarly $(H-E_0)\phi_1=2\phi_1/r$, which follows from (2) below.

With $\int_0^\infty r^pe^{-2r}dr=p!/2^{p+1}$, the integrals weighted by $1/r$ are $\int\phi_0^2/r=\tfrac38$, $\int\phi_1^2/r=\tfrac32$ and $\int\phi_0\phi_1/r=0$. Normalize both functions with this weight. The excitation matrix $W$ of $H-E_0$ and the overlap $S$ become

$$W=\begin{pmatrix}1&0\\0&2\end{pmatrix},\qquad S=\begin{pmatrix}2&-1\\-1&3\end{pmatrix}.$$

The pseudostates obey $Wv=\omega Sv$, or $Sv=xWv$:

$$(2-x)(3-2x)-1=2x^2-7x+5=0,\qquad x=1,\ \tfrac52 .$$

For the strengths, note that $ru=2\phi_0$ is $2\sqrt{3/8}$ times the first normalized function. Scale $v$ so that $v^TWv=1$. Then $v^TSv=x$, and the state of unit norm is $v/\sqrt x$. Therefore

$$d=2\sqrt{\tfrac38}\,\frac{(Sv)_0}{\sqrt x}=2\sqrt{\tfrac38}\,\sqrt x\,v_0,\qquad f=\frac{2}{3x}\,d^2=v_0^2 .$$

The first row of the eigenproblem gives $v_1=(2-x)v_0$. With $v_0^2+2v_1^2=1$, the strengths are $f=\tfrac13$ at $x=1$ and $f=\tfrac23$ at $x=\tfrac52$.

Two points thus carry total strength $1$ and polarizability $\sum f x^2=\tfrac13+\tfrac23\cdot\tfrac{25}4=\tfrac92$, both the exact hydrogen values. The excitation energy 0.4 hartree matches no line of hydrogen, and 1 hartree is only one point of its continuum.

A crude image divides the mean strength by the energy gap: $\tfrac12(\tfrac13+\tfrac23)/0.6=0.83$ per hartree, assigned to $\omega=0.7$. The exact density (7) is about 0.63 there. The right size comes from two functions, although the lower point lies below threshold. More points and a better derivative are needed.

## Any Laguerre basis

Let $t=2\lambda r$ and $\phi_n=r^2e^{-\lambda r}L_n^{(3)}(t)$. Put $y=t^2e^{-t/2}L_n^{(3)}$. Differentiating twice,

$$y''=t^2e^{-t/2}\left[L''+\left(\frac4t-1\right)L'+\left(\frac2{t^2}-\frac2t+\frac14\right)L\right].$$

Laguerre's equation $tL''+(4-t)L'+nL=0$ replaces the first two terms by $-nL/t$. Returning to $r$,

$$\left(-\frac12\partial_r^2+\frac1{r^2}\right)\phi_n=\left(-\frac{\lambda^2}2+\frac{\lambda(n+2)}r\right)\phi_n. \tag{2}$$

The functions are orthogonal with weight $1/r$, because $\int t^3e^{-t}L_mL_n\,dt=h_n\delta_{mn}$ with $h_n=(n+1)(n+2)(n+3)$. After normalization with that weight, (2) gives

$$W=\frac{1-\lambda^2}2S+\mathrm{diag}[\lambda(n+2)-1]. \tag{3}$$

The overlap has one more factor $r=t/2\lambda$. From $tL_n=-(n+1)L_{n+1}+(2n+4)L_n-(n+3)L_{n-1}$ and $h_{n+1}/h_n=(n+4)/(n+1)$,

$$S_{nn}=\frac{n+2}\lambda,\qquad S_{n,n+1}=-\frac{\sqrt{(n+1)(n+4)}}{2\lambda}.$$

At $\lambda=1$, $W=\mathrm{diag}(n+1)$. The argument of the two-function example then holds at any size: $f_k$ is the squared first component of a unit eigenvector of $J=W^{-1/2}SW^{-1/2}$. This matrix is tridiagonal. Its off-diagonal signs can be made positive by changing signs of basis functions:

$$\alpha_n=\frac{n+2}{n+1},\qquad \beta_{n+1}=\frac12\sqrt{\frac{n+4}{n+2}},\qquad n=0,1,\dots \tag{4}$$

The moments are $\sum_kf_kx_k^m=(J^m)_{00}$. A product of $m$ tridiagonal factors that starts and ends at index 0 reaches at most index $m/2$, so cutting $J$ to $n$ rows changes no moment with $m\le2n-1$. That is the defining property of the Gauss rule.

For another $\lambda$, write the moments as $\tfrac23\langle ru|(H-E_0)^{1-m}|ru\rangle$. Each inverse raises the degree of a polynomial times $r^2e^{-r}$ by at most one. To see this, take the functions $\phi_n$ at $\lambda=1$. The recurrence for $tL_n$ gives $r\phi_n=\sum_jc_j\phi_j$ with $j=n-1,n,n+1$, and (2) gives $(H-E_0)\phi_j=(j+1)\phi_j/r$. Hence $(H-E_0)^{-1}\phi_n=\sum_jc_j\phi_j/(j+1)$. A basis that represents these few smooth functions gives the right moments, even if its individual pseudostates differ.

## From pseudostates to the Gauss rule

Form $X=\mathrm{diag}(x_k)$ and the vector $q_0=(\sqrt{f_k})$, which has unit length when the strengths sum to one. The Lanczos recurrence

$$\beta_{j+1}q_{j+1}=(X-\alpha_j)q_j-\beta_jq_{j-1},\qquad \alpha_j=q_j^TXq_j,$$

with $\beta_0q_{-1}=0$ and $\beta_{j+1}$ fixed by normalization, makes orthonormal vectors $q_j=(p_j(x_k)\sqrt{f_k})$. The $p_j$ are the orthonormal polynomials of the strength distribution. Stop after $n$ vectors and diagonalize the matrix of $\alpha_j$ and $\beta_j$. Its eigenvalues are the nodes $x_i$, the zeros of $p_n$; the squared first components of its eigenvectors are the weights $w_i$. Re-orthogonalizing each new vector keeps rounding under control, and no determinant of moments is needed.

## Why weight over spacing is the density

Let $d\mu$ be the strength distribution in $x$, bound lines included, with continuum density $\rho=df/dx$. Define the principal-value integral

$$Q_n(x)=\mathrm P\!\!\int\frac{p_n(t)}{x-t}\,d\mu(t).$$

The polynomial $p_n(t)/[(t-x_i)p_n'(x_i)]$ equals 1 at $x_i$ and 0 at the other nodes. The Gauss rule integrates it exactly, so

$$w_i=\int\frac{p_n(t)}{(t-x_i)p_n'(x_i)}d\mu(t)=-\frac{Q_n(x_i)}{p_n'(x_i)} .$$

Now define a continuous phase by $\tan\varphi=-\pi\rho p_n/Q_n$. At a node $p_n=0$, and only the derivative of $p_n$ survives:

$$\varphi'(x_i)=-\frac{\pi\rho\,p_n'}{Q_n}=\frac{\pi\rho(x_i)}{w_i}. \tag{5}$$

The phase is well defined because $p_n$ and $Q_n$ never vanish together: both obey the same recurrence for $n\ge1$, which keeps $\beta_n(p_nQ_{n-1}-p_{n-1}Q_n)$ constant, and at $n=1$ it equals 1. In the continuum $\varphi$ meets a multiple of $\pi$ only at a node, and by (5) it crosses upward. Adjacent nodes therefore belong to successive multiples. Setting $i=\varphi/\pi$ up to a constant turns (5) into $\rho=w_i/(dx/di)$.

If $x(i)$ is smooth, its derivative follows from neighbouring nodes. The Taylor series give $x_{i+1}-x_{i-1}=2x'+x'''/3+\dots$ and $x_{i+2}-x_{i-2}=4x'+8x'''/3+\dots$. Eliminating $x'''$,

$$\frac{dx}{di}\simeq\frac{8(x_{i+1}-x_{i-1})-(x_{i+2}-x_{i-2})}{12}. \tag{6}$$

Smoothness was tested at order 20 between the nodes at 81 and 59 eV. Halfway in index between two nodes, located by interpolation, the phase should be a half-integer multiple of $\pi$. It missed by $7.8\times10^{-5}\,\pi$.

## The customary slope and its bounds

Let $F(x)$ be the strength below $x$, that is, at energies above $1/x$. The Gauss rule bounds it:

$$\sum_{j<i}w_j\le F(x_i)\le\sum_{j\le i}w_j .$$

For the upper bound with $i<n$, take the polynomial $P$ of degree at most $2n-2$ with $P=1$ at nodes up to $x_i$, $P=0$ at later ones, and $P'=0$ at every node except $x_i$. Rolle's theorem adds $n-2$ zeros of $P'$ between nodes of equal value. With the $n-1$ prescribed zeros these exhaust its degree, $2n-3$. So $P$ falls steadily from $x_i$ to $x_{i+1}$, and the other nodes are minima. Hence $P$ lies on or above the step that is 1 up to $x_i$ and 0 beyond, and its Gauss sum bounds $F(x_i)$. For $i=n$ the bound is the total strength. Reversing the axis gives the lower bound.

Joining the midpoints of the risers gives the customary Stieltjes derivative, $\tfrac12(w_i+w_{i+1})/(\omega_i-\omega_{i+1})$ at the mean energy. It uses the same rule as (1) but takes a coarser derivative.

## The exact hydrogen density

The p wave normalized per unit energy is $\sqrt{2/\pi k}\,F_1(kr)$, with $k^2=2\omega-1$ and

$$F_1=C_1(kr)^2e^{-ikr}M(a,4,2ikr),\quad a=2+\frac ik,\quad C_1^2=\frac{2\pi}{9k}\,\frac{1+1/k^2}{1-e^{-2\pi/k}} .$$

Here $M$ is Kummer's function. Integrating its series term by term, then continuing analytically, gives

$$\int_0^\infty r^3e^{-sr}M(a,4,br)\,dr=6s^{a-4}(s-b)^{-a}.$$

The dipole integral needs $r^4$, hence $-d/ds$, at $s=1+ik$ and $b=2ik$. This multiplies the right side by

$$\frac{4-a}{1+ik}+\frac a{1-ik}=\frac{4-4ik+2aik}{1+k^2}=\frac2{1+k^2}.$$

The remaining powers are $(1+ik)^{-2+i/k}(1-ik)^{-2-i/k}=(1+k^2)^{-2}e^{-2\arctan(k)/k}$. The radial element is therefore

$$d=\sqrt{\frac2{\pi k}}\;2k^2C_1\,\frac{12\,e^{-2\arctan(k)/k}}{(1+k^2)^3}.$$

Squaring, inserting $C_1^2$ and $1+k^2=2\omega$, and multiplying by $\tfrac23\omega$,

$$\frac{df}{d\omega}=\frac{256}{3(2\omega)^4}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}}. \tag{7}$$

Direct integration of Coulomb waves at 0.8 and 3.375 hartree agreed with (7) to a relative $5\times10^{-11}$.

At threshold $k\to0$, and the density tends to the finite value $256e^{-4}/3=1.56$ per hartree, or 6.3 Mb. For $k\to\infty$ the exponential tends to 1 and the denominator to $2\pi/k$, so $df/d\omega\to(128/3\pi)(2\omega)^{-7/2}$.

## Imaging at 13.5 nm

The photon energy is 91.84 eV, or 3.37506 hartree. To make an irregular input, two pseudospectra were merged with half weight each: 70 functions with $\lambda=0.8$ and 60 with $\lambda=1.3$. The merged strengths sum to 1 and give a polarizability of 4.5 bohr³. At order 20 the Lanczos coefficients reproduce (4) to about $10^{-14}$.

One node lies at 80.753 eV, with $x=0.336971$ and $w=0.009728$. Its four neighbours, at 199.062, 119.952, 58.548 and 44.791 eV, have $x=0.136698$, 0.226852, 0.464771 and 0.607519. Equation (6) gives

$$\frac{dx}{di}=\frac{8(0.237919)-0.470821}{12}=0.11938 .$$

Then $\rho=0.009728/0.11938=0.08149$ and $df/d\omega=x^2\rho=0.00925$ per hartree. Multiplication by $2\pi^2\alpha a_0^2=4.03364$ Mb hartree gives 0.0373 Mb, as does (7).

A cubic spline of $\ln\sigma$ against $\ln\omega$ carries the nodes to the photon energy. The result is $\sigma=0.02516$ Mb, or $2.516\times10^{-20}$ cm², equal to the exact value at these digits. Orders 16 and 18 agree with it within $2\times10^{-6}$ Mb.

Over the imaged nodes above 20 eV the largest error relative to (7) is 0.004%. Including those nearer threshold it is 0.9%. The two highest-energy nodes have no full stencil and are not imaged.

The customary slope on the same rule errs by 10% at 100 eV and by up to 18% between 20 and 200 eV. Its interval around 100 eV runs from 81 to 120 eV, across which the exact cross section falls more than threefold. Applied to the raw merged pseudostates, the same slope errs by up to about 4100%: it divides finite strengths by gaps between two unrelated energy grids, and these gaps can be very small. On either grid alone the same slope errs by less than 3% between 20 and 200 eV, so the failure comes from the irregular spacing, not from pseudostates as such.

The bounds are correct but wide. The exact strength above 80.753 eV is 0.01295; the bounds are 0.00851 and 0.01823.

The order cannot be raised freely. With 14 functions at $\lambda=0.8$, the coefficients of the first five orders agree with (4) to about $10^{-10}$, but over all 14 orders the largest error is 0.87. The last coefficients describe the basis, not the atom. When no exact result exists, comparing coefficients from two bases shows how many can be used.

## Hydrogen gas in an EUV scanner

EUV scanners work with a low-pressure hydrogen background. Take 0.04 Torr, 300 K and a 5 m path as rough typical values, and count each H₂ molecule as two free atoms. The molecular density is $1.2875\times10^{15}$ cm⁻³, so the optical depth is

$$2(1.2875\times10^{15})(2.516\times10^{-20})(500)=0.0324,$$

a loss of 3.2%. The assumption that the real gas breaks is that its atoms are free. At high energy, absorption draws on the sharp structure of the wave function at the proton and scales with the electron density there, if interference between the two protons is ignored. Hartree–Fock in the cc-pVQZ basis, at a bond length of 0.74 Å, puts that density at 1.41 times the atomic value in the same basis, which itself lies 6% below the exact $1/\pi$. A basis with much sharper functions raises the ratio by about 0.01, and electron correlation raises it by a further 0.03. Scaling the optical depth by this ratio would raise the loss to about 4.5%.

This is a high-energy estimate, not a molecular cross section, and here it is too large. At 91.84 eV the high-energy form of (7) still exceeds the full atomic result by a factor of about 2.7, so the limit is not reached. A random-phase calculation of the molecule's pseudostates, smoothed in energy, gives roughly 1.2 to 1.3 times the cross section of two free atoms, hence a loss near 4%. That calculation is not part of the output below, and in a finite Gaussian basis the ratio can move by 0.1 or more with the smoothing.

Four other neglected effects are far smaller. The squared product of photon wavenumber and $a_0$, which sizes retardation, is $6\times10^{-4}$; the squared electron speed over $c$ is $3\times10^{-4}$; the electron-to-proton mass ratio is $5\times10^{-4}$. Thomson scattering is $3\times10^{-5}$ of the absorption. For the cross section of this gas, the treatment of the bond, not the imaging, limits the accuracy. The numerical output follows.

## Computed results

```
wavelength: 13.5 nm; photon energy: 91.840 eV
photon energy: 3.37506 hartree
sigma per unit df/domega: 4.03364 Mb hartree
basis A: 70 functions, lam 0.8 per bohr
basis B: 60 functions, lam 1.3 per bohr
sum of oscillator strengths: 1.0000000000
static polarizability: 4.50000000 bohr^3
2p line: 10.2043 eV, strength 0.416197
Coulomb-wave check, relative error: 4.7e-11
moments 0 to 8, largest relative error: 3.3e-12
order 20 recurrence, largest error: 1.3e-14
basis of 14: error, first 5 orders: 1.1e-10
basis of 14: error, all orders: 8.67e-01
node nearest photon: 80.753 eV
  x 0.336971 per hartree, weight 0.009728
  strength above it, lower bound: 0.00851
  strength above it, exact: 0.01295
  strength above it, upper bound: 0.01823
phase slope relation, relative error: 1.0e-08
half-phase offset, units of pi: 7.8e-05
order 20 image: energy eV, imaged Mb, exact Mb, error %
    199.062   0.002231   0.002231   0.0041
    119.952   0.011005   0.011005   0.0024
     80.753   0.037322   0.037322   0.0019
     58.548   0.098846   0.098844   0.0017
     44.791   0.219401   0.219398   0.0016
     35.707   0.426201   0.426195   0.0016
     29.418   0.745465   0.745454   0.0014
     24.906   1.197275   1.197260   0.0013
     21.579   1.790688   1.790671   0.0009
largest error above 20 eV: 0.0041 %
largest error, all imaged nodes: 0.883 %
riser slope nearest photon: 100.35 eV, error 10.11 %
riser slopes 20-200 eV, max error: 18.3 %
raw pseudostate slopes, max error: 4069 %
sigma at 13.5 nm, order 16: 0.025158 Mb
sigma at 13.5 nm, order 18: 0.025158 Mb
sigma at 13.5 nm, order 20: 0.025157 Mb
sigma at 13.5 nm, exact: 0.025157 Mb
imaged sigma: 2.5157e-20 cm^2
gas: 0.04 Torr, 300 K, path 5.0 m
H2 number density: 1.2875e+15 cm^-3
light lost, free-atom model: 3.187 %
H2 bond length used: 0.74 angstrom
density at proton, H2 over H: 1.407
light lost, scaled by that ratio: 4.46 %
retardation (photon wavenumber * a0)^2: 6.07e-04
photoelectron speed over c: 0.0175, squared 3.06e-04
electron over proton mass: 5.45e-04
Thomson over photoabsorption: 2.64e-05
```
